**Merz switching times under a fixed relative spread of local field**

The program tests that $\mathrm{sd}(\ln\tau)=(E_a/E)\,\mathrm{sd}(1/\eta)$ when $\tau=t_0\exp[E_a/(\eta E)]$. Here $E$ is the applied field, $\eta$ the local field divided by $E$, $E_a$ the activation field, $t_0$ the time prefactor and $s$ the standard deviation of $\eta$. It asserts the width by integration over regions, and, by random sampling, the 10–90% span of $\ln\tau$ and the probability that its density gives for one interval. It also asserts that a power law gives a constant width, that a fixed absolute field spread gives nearly $1/E^2$, and that a relative spread of $E_a$ gives $1/E$. For $s=0.05$ and $E_a=24$ kV/mm, the width falls from 0.804 at 1.5 kV/mm to 0.402 at 3 kV/mm. At $s=0.4$ the inverse-field law still holds, but the width is 1.44 times the small-spread estimate. The computed transient of the whole sample, with Avrami exponent $n=2$, has an added field-independent variance $\pi^2/(6n^2)$, so its raw width varies more weakly than $1/E$. The closing estimates of neglected effects use rough inputs. They show that leaving even 0.28% of a reversed grain's bound charge uncompensated would change its field by as much as the assumed field spread at 1.5 kV/mm.

## Program and output

```python
"""
Result under test: regions with local field eta*E (eta has mean 1 and a
distribution independent of the applied field E) and one common Merz law
    tau = t0*exp(Ea/(eta*E))
have a standard deviation of ln(tau) equal to (Ea/E)*sd(1/eta), which is
close to s*Ea/E when the relative field spread s = sd(eta) is small.
Fields are in kV/mm and times in s. Ea: activation field; t0: time prefactor;
n: Avrami exponent of the switching transient inside one region.
Parameters are round values in the rough regime of bulk PZT ceramic.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.stats import gamma

Ea, t0, s, n = 24.0, 1e-9, 0.05, 2.0
fields = [1.5, 2.0, 3.0]


def field_distribution(spread):
    """Gamma distribution with mean 1 and standard deviation 'spread'."""
    return gamma(a=1 / spread**2, scale=spread**2)


def region_grid(spread, low, high, points):
    eta = np.linspace(low, high, points)
    weight = field_distribution(spread).pdf(eta)
    return eta, weight / weight.sum()


def merz(local_field):
    return t0 * np.exp(Ea / local_field)


def log_width(times, weight):
    """Standard deviation of ln(time) from its definition."""
    y = np.log(times)
    mean = np.sum(weight * y)
    return np.sqrt(np.sum(weight * (y - mean)**2))


def sd_inverse(spread):
    """Closed form of sd(1/eta) for the gamma distribution."""
    return spread / ((1 - spread**2) * np.sqrt(1 - 2 * spread**2))


eta, weight = region_grid(s, 0.6, 1.5, 2001)
dist = field_distribution(s)

# Logarithmic sensitivity of the Merz law, by finite differences.
for E in fields:
    h = 1e-4
    slope = np.log(merz(E * np.exp(h)) / merz(E * np.exp(-h))) / (2 * h)
    assert abs(slope + Ea / E) < 1e-5 * Ea / E

# Width from the region times against the closed and small-spread forms.
widths = np.array([log_width(merz(eta * E), weight) for E in fields])
for E, w in zip(fields, widths):
    assert abs(w / (Ea / E * sd_inverse(s)) - 1) < 1e-6
    assert abs(w / (s * Ea / E) - 1) < 0.01
merz_power = np.polyfit(np.log(fields), np.log(widths), 1)[0]
assert abs(merz_power + 1) < 1e-6

# Large spread: 1/E survives, the small-spread coefficient does not.
big = 0.4
eta_big, weight_big = region_grid(big, 0.03, 6.0, 20001)
big_low = log_width(merz(eta_big * 1.5), weight_big)
big_high = log_width(merz(eta_big * 3.0), weight_big)
big_factor = big_low / (big * Ea / 1.5)
assert abs(big_low / big_high - 2) < 1e-6
assert abs(big_factor - sd_inverse(big) / big) < 2e-3
assert big_factor > 1.3

# First correction is -skewness*s, tried on a skewed two-valued spread.
x, prob = np.array([2.0, -0.5]), np.array([0.2, 0.8])
skewness = np.sum(prob * x**3)
tiny = 1e-3
ratio = log_width(merz((1 + tiny * x) * 2.0), prob) / (tiny * Ea / 2.0)
assert abs((ratio - 1) / tiny + skewness) < 0.02

# Other causes of broadening: power law, absolute spread, spread of Ea.
power_m = 6.0
power_widths = [log_width(t0 * (eta * E)**(-power_m), weight) for E in fields]
assert abs(power_widths[0] / power_widths[-1] - 1) < 1e-9
assert abs(power_widths[0] / (power_m * s) - 1) < 0.01
sigma_abs = 0.02
shift = sigma_abs * (eta - 1) / s
abs_widths = [log_width(merz(E + shift), weight) for E in fields]
for E, w in zip(fields, abs_widths):
    assert abs(w / (Ea * sigma_abs / E**2) - 1) < 0.01
abs_power = np.polyfit(np.log(fields), np.log(abs_widths), 1)[0]
assert abs(abs_power + 2) < 0.02
for E in fields:
    w = log_width(t0 * np.exp(Ea * eta / E), weight)
    assert abs(w / (s * Ea / E) - 1) < 1e-4

# Random regions: density of z = ln(tau/t0) and the 10-90 % span.
rng = np.random.default_rng(7)
sample = dist.rvs(size=400000, random_state=rng)
spans = []
for E in fields:
    times = merz(sample * E)
    z = np.log(times / t0)
    a, b = Ea / E, Ea / E * (1 + s)
    fraction = np.mean((z > a) & (z < b))
    area = quad(lambda q: dist.pdf(Ea / (E * q)) * Ea / (E * q**2), a, b)[0]
    assert abs(fraction - area) < 0.004   # about five sampling errors
    t10, t90 = np.quantile(times, [0.1, 0.9])
    span = Ea / E * (1 / dist.ppf(0.1) - 1 / dist.ppf(0.9)) / np.log(10)
    assert abs(np.log10(t90 / t10) / span - 1) < 0.01
    spans.append(span)

# Whole transient: average the region transients, then measure its width.
eta_c, weight_c = region_grid(s, 0.7, 1.4, 401)
intrinsic = np.pi / (np.sqrt(6) * n)
totals = []
for E in fields:
    u = np.linspace(np.log(merz(E)) - 14, np.log(merz(E)) + 9, 3001)
    switched = np.zeros_like(u)
    for wt, tau in zip(weight_c, merz(eta_c * E)):
        switched += wt * -np.expm1(-np.exp(n * (u - np.log(tau))))
    part = np.diff(switched)
    middle = (u[1:] + u[:-1]) / 2
    mean = np.sum(part * middle) / part.sum()
    total = np.sqrt(np.sum(part * (middle - mean)**2) / part.sum())
    expected = np.hypot(Ea / E * sd_inverse(s), intrinsic)
    assert abs(total / expected - 1) < 1e-3
    totals.append(total)
raw_power = np.polyfit(np.log(fields), np.log(totals), 1)[0]
assert -0.7 < raw_power < -0.2
line = np.polyfit(1 / np.array(fields)**2, np.array(totals)**2, 1)
assert abs(line[1] / intrinsic**2 - 1) < 0.01
assert abs(np.sqrt(line[0]) / (Ea * s) - 1) < 0.01

# Sizes of neglected effects, from rough sample data in SI units.
reversal = 0.70           # polarization change on switching, C/m2
eps_r = 1000.0            # relative permittivity
thick, area_el = 0.5e-3, 1e-5
resistance = 10.0         # series resistance, ohm
heat_cap = 3e6            # heat capacity, J/(m3 K)
screen = 1e-11            # electrode screening length / permittivity, m
breakdown = 5.0           # kV/mm
barrier = 1.0             # electrode barrier, eV
T_room, T_use = 298.0, 358.0
E_low, E_high = fields[0], fields[-1]
unit = 1e6                # V/m in one kV/mm

# Field at the centre of a reversed sphere from its surface charge.
shape = quad(lambda th: np.cos(th)**2 * np.sin(th) / 2, 0, np.pi)[0]
grain_field = shape * reversal / (const.epsilon_0 * eps_r) / unit
mismatch = s * E_low / grain_field
current = reversal * area_el / merz(E_high)
drop = current * resistance / (E_high * unit * thick)
screen_field = reversal * screen / (const.epsilon_0 * thick) / unit
heating = reversal * E_high * unit / heat_cap
over = dist.sf(breakdown / E_high)
phi = barrier * const.e
force = const.e * E_high * unit
kappa = np.sqrt(2 * const.m_e * phi) / const.hbar
wkb = 2 * kappa * phi / force * quad(lambda q: np.sqrt(1 - q), 0, 1)[0]

print(f"Activation field Ea = {Ea:.1f} kV/mm")
print(f"Time prefactor t0 = {t0:.1e} s")
print(f"Relative field spread s = {s:.3f}; Avrami exponent n = {n:.0f}")
for i, E in enumerate(fields):
    weak, strong = merz(E * (1 - s)), merz(E * (1 + s))
    print(f"E = {E:.1f} kV/mm: Ea/E = {Ea/E:.2f}, tau = {merz(E):.3e} s")
    print(f"  tau at -5 % field {weak:.3e} s, at +5 % {strong:.3e} s")
    print(f"  ratio of these times = {weak/strong:.3f}")
    print(f"  width of ln tau: s*Ea/E = {s*Ea/E:.4f}, full {widths[i]:.4f}")
    print(f"  10-90 % span = {spans[i]:.3f} decades")
    print(f"  width of whole transient in ln t = {totals[i]:.4f}")
print(f"Power of E in width, Merz law = {merz_power:.4f}")
print(f"Power of E in width, absolute spread = {abs_power:.3f}")
print(f"Power of E in raw transient width = {raw_power:.3f}")
print(f"Power-law switching (m = {power_m:.0f}): width {power_widths[0]:.4f}")
print(f"One-region transient width in ln t = {intrinsic:.4f}")
print(f"W^2 against 1/E^2: intercept = {line[1]:.4f}")
print(f"  root of slope = {np.sqrt(line[0]):.4f} kV/mm")
print(f"Spread s = {big:.1f}: width/(s*Ea/E) = {big_factor:.3f}")
print(f"  width ratio, 1.5 to 3 kV/mm = {big_low/big_high:.4f}")
print("Neglected effects (rough inputs)")
print(f"Polarization change = {reversal*100:.0f} uC/cm2, eps_r = {eps_r:.0f}")
print(f"Thickness = {thick*1e3:.1f} mm, area = {area_el*1e6:.0f} mm2")
print(f"Field of uncompensated reversed grain = {grain_field:.1f} kV/mm")
print(f"  uncompensated part equal to s*E at 1.5 = {mismatch*100:.2f} %")
print(f"Built-in field spread = {sigma_abs:.3f} kV/mm")
print(f"  its width in ln tau at 1.5 kV/mm = {abs_widths[0]:.3f}")
print(f"Series resistance = {resistance:.0f} ohm, current = {current:.2f} A")
print(f"  field loss at 3 kV/mm = {drop*100:.2f} %")
print(f"  shift of ln tau = {Ea/E_high*drop:.3f}")
print(f"Electrode screening field = {screen_field:.5f} kV/mm")
print(f"  shift of ln tau at 1.5 = {Ea*screen_field/E_low**2:.4f}")
print(f"Adiabatic heating at 3 kV/mm = {heating:.2f} K")
print(f"  change of Ea/E if Ea ~ 1/T = {Ea/E_high*heating/T_room:.4f}")
print(f"Width factor, {T_room:.0f} to {T_use:.0f} K = {T_room/T_use:.3f}")
print(f"Breakdown field = {breakdown:.1f} kV/mm")
print(f"  regions above it at 3 kV/mm: fraction {over:.1e}")
print(f"Tunnelling exponent, {barrier:.0f} eV barrier, 3 kV/mm = {wkb:.0f}")
print("every check passed")
```

Output:

```
Activation field Ea = 24.0 kV/mm
Time prefactor t0 = 1.0e-09 s
Relative field spread s = 0.050; Avrami exponent n = 2
E = 1.5 kV/mm: Ea/E = 16.00, tau = 8.886e-03 s
  tau at -5 % field 2.063e-02 s, at +5 % 4.148e-03 s
  ratio of these times = 4.973
  width of ln tau: s*Ea/E = 0.8000, full 0.8040
  10-90 % span = 0.893 decades
  width of whole transient in ln t = 1.0284
E = 2.0 kV/mm: Ea/E = 12.00, tau = 1.628e-04 s
  tau at -5 % field 3.061e-04 s, at +5 % 9.191e-05 s
  ratio of these times = 3.330
  width of ln tau: s*Ea/E = 0.6000, full 0.6030
  10-90 % span = 0.670 decades
  width of whole transient in ln t = 0.8803
E = 3.0 kV/mm: Ea/E = 8.00, tau = 2.981e-06 s
  tau at -5 % field 4.542e-06 s, at +5 % 2.037e-06 s
  ratio of these times = 2.230
  width of ln tau: s*Ea/E = 0.4000, full 0.4020
  10-90 % span = 0.446 decades
  width of whole transient in ln t = 0.7569
Power of E in width, Merz law = -1.0000
Power of E in width, absolute spread = -2.000
Power of E in raw transient width = -0.438
Power-law switching (m = 6): width 0.3002
One-region transient width in ln t = 0.6413
W^2 against 1/E^2: intercept = 0.4112
  root of slope = 1.2060 kV/mm
Spread s = 0.4: width/(s*Ea/E) = 1.444
  width ratio, 1.5 to 3 kV/mm = 2.0000
Neglected effects (rough inputs)
Polarization change = 70 uC/cm2, eps_r = 1000
Thickness = 0.5 mm, area = 10 mm2
Field of uncompensated reversed grain = 26.4 kV/mm
  uncompensated part equal to s*E at 1.5 = 0.28 %
Built-in field spread = 0.020 kV/mm
  its width in ln tau at 1.5 kV/mm = 0.213
Series resistance = 10 ohm, current = 2.35 A
  field loss at 3 kV/mm = 1.57 %
  shift of ln tau = 0.125
Electrode screening field = 0.00158 kV/mm
  shift of ln tau at 1.5 = 0.0169
Adiabatic heating at 3 kV/mm = 0.70 K
  change of Ea/E if Ea ~ 1/T = 0.0188
Width factor, 298 to 358 K = 0.832
Breakdown field = 5.0 kV/mm
  regions above it at 3 kV/mm: fraction 2.5e-29
Tunnelling exponent, 1 eV barrier, 3 kV/mm = 2277
every check passed
```
